Geometric Series of Electron Levels Bound by a Fixed Supercritical Dipole

**1. An inverse-square well with a wall**

Take an electron in an s state outside a hard wall at r = r₀, in the central potential −g/(2r²). Atomic units are used in the derivations: ħ = m = e = 1 and 4πε₀ = 1, with lengths in a₀ and energies in hartree. If the wave function is u(r)/r, then at zero energy

u″ = −(g/r²)u.  (1)

The trial function u = rᵃ gives a(a − 1) = −g, so a = 1/2 ± √(1/4 − g). For g > 1/4 the exponents are complex. The real solution that vanishes at the wall is

u = √r sin[s ln(r/r₀)],  s = √(g − 1/4).  (2)

Its nodes lie at r₀exp(kπ/s), with k = 0, 1, 2, …: each is farther out than the last by the same factor. A bound state of energy E = −κ²/2 follows this pattern until r is of order 1/κ, where it starts to decay. One more half-wave fits each time 1/κ grows by exp(π/s). Since the binding energy is proportional to κ², successive shallow levels should differ by the factor exp(2π/s).

A dipole potential also falls as 1/r², but it depends on direction. The task is to find the g that it supplies and to make the counting of half-waves exact in the shallow limit.

**2. The effective strength of a dipole**

Let a point dipole p be held fixed at the origin, unable to rotate, with θ measured from its positive end. An electron has the energy −p cosθ/r² in its field. We keep the hard wall at r₀ and write the binding energy as E_b = κ²/2 > 0. Outside the wall

−½∇²ψ − (p cosθ/r²)ψ = −(κ²/2)ψ.  (3)

Put ψ = u(r)Y(θ,φ)/r. Because ∇²ψ = u″Y/r − uL²Y/r³, where L² is the squared angular momentum, multiplying (3) by −2r gives

u″Y − (u/r²)(L² − 2p cosθ)Y = κ²uY.  (4)

The angular operator contains no r. The equation therefore separates:

(L² − 2p cosθ)Y = λY,  (5)

u″ = (λ/r² + κ²)u.  (6)

Comparison with (1) shows that g = −λ. The strength is set by an eigenvalue of (5), in which the attraction competes with the kinetic energy of confinement near the positive end. It is not proportional to p.

For states symmetric about the axis (m = 0), expand Y in normalized Legendre functions √((2l+1)/2) P_l(η), with η = cosθ. The recursion (2l+1)ηP_l = (l+1)P_{l+1} + lP_{l−1} gives

⟨l+1|cosθ|l⟩ = [(l+1)/(2l+1)]√((2l+1)/(2l+3)) = (l+1)/√((2l+1)(2l+3)).  (7)

Equation (5) thus becomes a tridiagonal matrix with diagonal l(l+1) and off-diagonal elements −2p times (7).

For small p the lowest eigenvalue follows from second-order perturbation theory. The state l = 0 couples to l = 1 through −2p/√3, and the gap is 2, so

λ ≈ −(4p²/3)/2 = −2p²/3.  (8)

There is no linear term, since reversing the dipole cannot change λ. The lowest eigenvalue of an operator linear in p is also a concave function of p. Being even, concave and not constant near p = 0, it decreases steadily as p grows from zero.

**3. The critical moment**

To remove the first power of r from the oscillation, set u = √r f and y = ln r. Then d/dr = (1/r)d/dy, and

u′ = r^(−1/2)(f/2 + f_y),

u″ = r^(−3/2)[−½(f/2 + f_y) + ½f_y + f_yy] = r^(−3/2)(f_yy − f/4).

The right side of (6) is r^(−3/2)(λ + κ²r²)f. Hence

f_yy = (λ + 1/4 + κ²r²)f.  (9)

Suppose λ ≥ −1/4. Multiply (9) by f and integrate from the wall to infinity. The boundary terms vanish because f is zero at the wall and decays at large r. This leaves

−∫f_y² dy = ∫(λ + 1/4 + κ²r²)f² dy.  (10)

The left side cannot be positive and the right side is positive for any nonzero f. No bound level exists. A more attractive core could still bind a finite number of levels below the critical moment; the statement of absence belongs to the hard wall.

The first critical moment solves λ(p) = −1/4. The estimate (8) gives p = √(3/8) ≈ 0.61. Diagonalizing the matrix gives 0.6393 ea₀, or 1.625 D. The wall radius does not enter, because a pure 1/r² potential has no length with which r₀ could be compared.

For m = ±1 the additional centrifugal energy raises the eigenvalue, and that channel becomes critical at 9.638 D. The second m = 0 eigenvalue does so at 19.18 D. Between 1.625 and 9.638 D, therefore, a single channel is supercritical.

**4. Quantization and the limiting ratio**

Now let λ < −1/4 and define

s = √(−λ − 1/4).  (11)

With x = κr, equation (9) becomes x²f_xx + xf_x − (x² − s²)f = 0. This is the modified Bessel equation of imaginary order is. The solution that decays at infinity is K_{is}(x), so the wall condition reads

K_{is}(x_n) = 0,  x_n = κ_n r₀.  (12)

For real x the functions I_{is} and I_{−is} are complex conjugates. The definition of K then gives

K_{is}(x) = (π/2)(I_{−is} − I_{is})/sin(iπs) = −[π/sinh(πs)] Im I_{is}(x).  (13)

The small-x series is

I_{is}(x) = [(x/2)^{is}/Γ(1+is)] [1 + (x²/4)/(1+is) + O(x⁴)].  (14)

Let φ = arg Γ(1+is). The last bracket contributes the phase −sx²/[4(1+s²)], because 1/(1+is) = (1−is)/(1+s²). Thus the total phase of I_{is} is

Θ(x) = s ln(x/2) − φ − sx²/[4(1+s²)] + O(x⁴).  (15)

By (13), K_{is} vanishes when Θ = −nπ with integer n. As x → 0 the phase falls without limit, so there are infinitely many zeros. It is monotonic for small x, so neighbouring zeros there belong to consecutive n. At leading order

x_n ≈ 2 exp[(φ − nπ)/s].  (16)

Keeping the next term of (15), we have

ln x_n = ln 2 + (φ − nπ)/s + x_n²/[4(1+s²)] + O(x_n⁴).  (17)

Since the binding energy is E_n = x_n²/(2r₀²), twice the difference of (17) for n and n + 1 is

ln(E_n/E_{n+1}) = 2π/s + (x_n² − x_{n+1}²)/[2(1+s²)] + O(x_n⁴).  (18)

Because x_n → 0, the ratio tends to

E_n/E_{n+1} → exp(2π/s) = exp[2π/√(−λ − 1/4)].  (19)

The first correction is proportional to the binding energy itself, and it makes the ratio approach its limit from above.

Just above the critical moment, −λ − 1/4 is proportional to p − p_c, so s vanishes as √(p − p_c) and the ratio diverges exponentially in 1/√(p − p_c). At 2 D the limiting ratio is already about 1.1 × 10⁸. It is about 8000 at 3 D, 678 at 4 D, 92 at 6 D and 37 at 8 D. A tower can be infinite in the model and still have a second level far too shallow to matter.

Above 9.638 D, the m = ±1 channel adds its own levels with a smaller s. Equation (19) then applies within each channel. The ratios of neighbours in the merged list depend on how the two sets interleave and need not approach a single constant.

**5. Why the core changes the energies but not the ratio**

Replace the hard wall by another short-range core. In the range r₀ ≪ r ≪ 1/κ, both the core terms and κ²r² are negligible in (9). The supercritical component must then have the form

f ∝ sin[s ln(r/r₀) + δ],  (20)

where the real phase δ tends to a constant as κ → 0. The decaying outer solution has the phase s ln(κr/2) − φ. The two agree, up to a multiple of π, when

s ln(κ_n r₀/2) = φ + δ − nπ.  (21)

Therefore

E_n ≈ (2/r₀²) exp[2(φ + δ − nπ)/s].  (22)

The core multiplies all shallow energies by exp(2δ/s), which cancels from their ratio.

A core without spherical symmetry mixes the angular channels. A subcritical channel has λ_j + 1/4 = ν_j² > 0 and solutions f ∝ r^(±ν_j). The outer solution K_{ν_j}(κr) selects the part decaying outward, with an admixture of the growing part that vanishes as κr₀ → 0. The supercritical channel is then left with (20).

The argument requires that the added potential fall fast enough for its effect on the phase to converge. Any inverse power steeper than 1/r² is enough. A net charge on the molecule violates this condition.

**6. A dipole of 4 D**

Take p = 4 D = 1.5737 ea₀ and r₀ = 0.2 nm = 3.7795 a₀. The Legendre matrix gives λ = −1.17901; a finite-volume solution of (5) agrees to about 10⁻⁶. From (11),

s = √(1.17901 − 0.25) = 0.96385,

and the limiting ratio is exp(2π/0.96385) = 677.8. With φ = −0.30454, equation (16) gives for the deepest level

x₁ ≈ 2 exp[(−0.30454 − 3.14159)/0.96385] = 0.05601.

The zero of K_{is} lies at 0.056033. Hence κ₁ = 0.056033/3.7795 = 0.014826 a₀⁻¹, and E₁ = κ₁²/2 = 1.099 × 10⁻⁴ hartree = 2.99 meV.

The next levels lie at 4.41 × 10⁻³ meV and 6.50 × 10⁻⁶ meV. The first two ratios are 678.33 and 677.78. For the first pair, (18) predicts an excess of 8.126 × 10⁻⁴ in the logarithm of the ratio, against 8.125 × 10⁻⁴ from the zeros.

The numbering and the energies were also tested without separating the angular and radial motion. Six coupled Legendre channels were placed on a grid in ln r, and the levels deeper than a chosen κ²/2 were counted. For each of the first five levels the count was n at 0.998κ_n and n − 1 at 1.002κ_n.

The mean radius follows from the radial density u² = rf²:

⟨r⟩ = ∫r²K_{is}²(κr)dr / ∫rK_{is}²(κr)dr,  (23)

with both integrals starting at r₀. It is 3.4 nm for the first level, 89 nm for the second and 2.3 μm for the third. These radii approach the ratio exp(π/s) = 26.03, the square root of the energy ratio.

Now hold p and r₀ fixed and add one omitted term at a time. An axial quadrupole Q = 3 D·Å, with energy −QP₂(cosθ)/r³, raises E₁ to 3.79 meV. A polarizability volume α = 8 Å³, with energy −α/(2r⁴), raises it to about 9.8 meV. The successive ratios are 678.2, 677.7 and 677.7 with the quadrupole, and about 699, 677.8 and 677.7 with polarization. The binding energy changes by a factor of up to 3.3, while the limiting ratio stays, as (22) requires.

The remaining difference from 677.78 is a grid effect. A second difference with step h = 0.02 in ln r replaces s by about s(1 + s²h²/24), which lowers the limiting ratio by 0.07. With this step error removed, the ratios are 678.3, 677.8 and 677.8 with the quadrupole and 699.5, 677.8 and 677.8 with polarization.

**7. Rotation and the real setting**

A real molecule can turn. Model it as a linear rotor with rotational energy BJ² and consider total angular momentum zero. The electron and rotor then carry equal l, and (9) acquires the term 2Br²l(l+1). At large r the l = 1 channel is closed by 4Br². Eliminating it to leading order leaves, in the l = 0 channel,

f_yy ≈ [1/4 − (4p²/3)/(4Br²) + κ²r²]f = [1/4 − p²/(3Br²) + κ²r²]f.  (24)

The inverse-square attraction has become a 1/r⁴ potential. Oscillation stops at large r even for κ = 0, and the number of levels in this sector is finite.

For B = 0.02 meV, rotation becomes important near r = 1/√B, about 60 nm. This lies between the radii of the first two fixed-dipole levels. Solving the coupled equations leaves the first level almost unchanged, at 2.98 meV. A second level barely survives: its binding falls from 4.4 × 10⁻³ to about 1 × 10⁻⁷ meV, with a grid uncertainty of several percent. Counts down to just below the fixed-dipole energies E₄ and E₅ both give two levels, where the fixed dipole has four and five. This second level lies almost exactly at threshold. Raising B to 0.021 meV, or lowering p to 3.95 D, removes it. In this bare model its survival is thus an accident of the parameters, not a molecular prediction. The core matters here too: with rotation kept, adding the quadrupole of section 6 binds the second level by about 1 × 10⁻⁴ meV, and adding the polarization term instead binds it by about 5 × 10⁻³ meV.

The 4 D moment is in the rough range of small lactone solvents used with resists. The wall radius is a model parameter, and the quadrupole, polarizability and B are rough round values. Lactones are asymmetric tops, so the linear rotor is only a rough stand-in for them. A binding of a few meV is the scale of weakly bound gas-phase dipole-bound anions, but measured values for small molecules near 4 D are larger, of order 10 to 20 meV. The value depends on the core, as the factor of 3.3 shows. That factor is itself uncertain, because the point polarization potential is not reliable as close in as 0.2 nm.

At 300 K the thermal energy is 25.9 meV, almost nine times E₁, so thermal detachment cannot be neglected. The field whose potential drop over ⟨r⟩ equals the binding energy is 8.8 × 10⁻³ MV/cm for the first level and 5.0 × 10⁻⁷ MV/cm for the second. At 1 Torr and 300 K the typical distance between gas molecules is 31 nm, less than the radius of the second level. Even without rotation, that level would not see an isolated dipole.

In a resist film the model fails already for the first level, whose 3.4 nm radius encloses many molecules. If the surroundings merely divided the dipole potential by a uniform dielectric constant, a value of 2.46 would bring 4 D down to the critical moment. Organic films have optical dielectric constants of roughly 2 to 3, so screening alone could remove the tower. This estimate omits the cavity around the molecule and the fields of its neighbours. The geometric series is thus a property of an isolated, non-rotating dipole. For the parameters used here and total angular momentum zero, its first member is the one that rotation leaves nearly intact. Higher angular momenta were not treated. They dominate at 300 K: for B = 0.02 meV the most populated rotor level is near J = 25, J = 0 holds less than 0.1 % of the molecules, and from J = 12 upward the rotational energy exceeds E₁.

The main values used here are collected in the numerical output.

Table of computed values

```
dipole moment: 4.0 D = 1.5737 e*a0
wall radius: 0.20 nm = 3.7795 a0
first critical moment: 1.6250 D = 0.63931 e*a0
next critical moment (m=+-1): 9.638 D
second m=0 critical moment: 19.182 D
angular eigenvalue, Legendre basis: -1.179013
angular eigenvalue, finite volumes: -1.179012
inverse-square strength -lambda: 1.17901
s: 0.963853; arg Gamma(1+is): -0.304540 rad
limiting energy ratio: 677.779
limiting radius ratio: 26.0342
level 1: x = 5.603283e-02, small-x formula 5.601004e-02
  binding 2.99053e+00 meV, mean radius 3.416 nm
level 2: x = 2.151405e-03, small-x formula 2.151404e-03
  binding 4.40867e-03 meV, mean radius 88.89 nm
level 3: x = 8.263763e-05, small-x formula 8.263763e-05
  binding 6.50457e-06 meV, mean radius 2314 nm
level 4: x = 3.174197e-06, small-x formula 3.174197e-06
  binding 9.59689e-09 meV, mean radius 6.025e+04 nm
level 5: x = 1.219242e-07, small-x formula 1.219242e-07
  binding 1.41593e-11 meV, mean radius 1.569e+06 nm
E1/E2: 678.3298
E2/E3: 677.7797
E3/E4: 677.7789
E4/E5: 677.7789
log-ratio excess 1: 8.1247e-04, formula 8.1260e-04
log-ratio excess 2: 1.1979e-06, formula 1.1979e-06
at 2 D: s = 0.3394, ratio = 1.097e+08
at 3 D: s = 0.6991, ratio = 8005
at 4 D: s = 0.9639, ratio = 677.8
at 6 D: s = 1.3883, ratio = 92.36
at 8 D: s = 1.7379, ratio = 37.17
quadrupole used: 3.0 D*angstrom
polarizability used: 8.0 angstrom^3
with quadrupole: E1 = 3.787 meV, E2 = 0.005584 meV
  E1/E2 = 678.2, E2/E3 = 677.7, E3/E4 = 677.7
with polarization: E1 = 9.837 meV, E2 = 0.01406 meV
  E1/E2 = 699.4, E2/E3 = 677.8, E3/E4 = 677.7
rotational constant used: 0.020 meV
levels deeper than 0.996*E4, 0.996*E5, rotor: [2, 2]
rotor level 1: binding 2.977 meV
rotor level 2: binding 1.009e-07 meV
thermal energy at 300 K: 25.85 meV
field scale, level 1: 8.755e-03 MV/cm
field scale, level 2: 4.959e-07 MV/cm
neighbour distance at 1 Torr: 31.4 nm
uniform dielectric constant ending tower: 2.462
```
